# How a rigid excitation-energy shift corrupts hydrogen's fast-ion stopping: a numerical check

```python
"""Rigid shift of hydrogen excitation energies and fast-ion stopping.

Result under test (Hartree atomic units):
  H' = H + D (1 - |0><0|) leaves the states fixed, raises each excitation
  energy w to w + D, and changes the dipole strength sum from 1 to 1 + 2D.
  The stopping cross section is S = 4 pi Z^2 L / v^2. At high speed
  L' = ln(2v^2) + 2D[ln(2v) - 13/24] - sum f' ln(w + D),
  with f' = f (w + D)/w. Thus the coefficient of ln(v) is 2 + 2D.
Symbols: v ion speed, Z ion charge, q momentum transfer, k momentum of the
ejected electron, f dipole strength, F(q) generalized strength,
G(q) = <0|exp(iq.r)|0>.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import block_diag, eigh
from scipy.special import (eval_genlaguerre, gammaln, roots_laguerre,
                           spherical_jn, zeta)

GL_X, GL_W = np.polynomial.legendre.leggauss(16)
N_BOUND = 60
LEVELS = np.arange(2, N_BOUND + 1)
BOUND_W = 0.5 * (1 - 1 / LEVELS**2)
TAIL = N_BOUND**3 * zeta(3, N_BOUND + 1)


def panels(edges):
    """Composite Gauss-Legendre nodes and weights."""
    edges = np.asarray(edges, dtype=float)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    nodes = middle[:, None] + half[:, None] * GL_X
    return nodes.ravel(), (half[:, None] * GL_W).ravel()


def bound_strength(n, q):
    energy = 1 - 1 / n**2
    log_ratio = ((n - 3) * np.log((1 - 1 / n)**2 + q**2)
                 - (n + 3) * np.log((1 + 1 / n)**2 + q**2))
    return 256 / n**3 * energy * (q**2 + energy / 3) * np.exp(log_ratio)


def continuum_strength(k, q):
    """Generalized strength per hartree of excitation energy."""
    energy = k**2 + 1
    angle = np.arctan2(2 * k, q**2 - k**2 + 1)
    coulomb = np.exp(-2 * angle / k) / (-np.expm1(-2 * np.pi / k))
    denominator = (((q + k)**2 + 1) * ((q - k)**2 + 1))**3
    return 256 * energy * (q**2 + energy / 3) * coulomb / denominator


def k_nodes(q, k_max=None):
    far = [q + 20 * 3**j for j in range(7)]
    if k_max is None:
        k_max = far[-1]
    edges = np.array([0, 0.5, 1, 2, 4, 8, q - 8, q - 3, q - 1,
                      q + 1, q + 3, q + 8] + far + [k_max])
    return panels(np.unique(np.clip(edges, 0, k_max)))


def spectrum_sum(weight, q=0.0):
    """Sum F(q) weight(w) over all bound and continuum excitations."""
    terms = bound_strength(LEVELS, q) * weight(BOUND_W)
    k, dk = k_nodes(q)
    w = (k**2 + 1) / 2
    continuum = np.sum(dk * k * continuum_strength(k, q) * weight(w))
    return np.sum(terms) + TAIL * terms[-1] + continuum


def stopping_number(v, shift, keep_strengths=False):
    """Direct Born integral over momentum transfer and excitation energy."""
    def factor(w):
        return np.ones_like(w) if keep_strengths else (w + shift) / w
    terms = []
    for n, w in zip(LEVELS, BOUND_W):
        log_q, weights = panels(np.linspace(np.log((w + shift) / v),
                                            np.log(30), 10))
        terms.append(np.sum(weights * bound_strength(n, np.exp(log_q)))
                     * factor(w))
    total = np.sum(terms) + TAIL * terms[-1]
    low = np.linspace(np.log((0.5 + shift) / v), 0, 9)
    middle = np.linspace(0, np.log(2 * v - 12), 5)[1:]
    ridge = np.log(np.linspace(2 * v - 12, 2 * v + 12, 9))[1:]
    high = np.linspace(np.log(2 * v + 12), np.log(20 * v), 6)[1:]
    log_q, weights = panels(np.concatenate([low, middle, ridge, high]))
    for q, weight in zip(np.exp(log_q), weights):
        k_max = np.sqrt(max(2 * (q * v - shift) - 1, 1e-12))
        k, dk = k_nodes(q, k_max)
        w = (k**2 + 1) / 2
        total += weight * np.sum(dk * k * continuum_strength(k, q)
                                 * factor(w))
    return total


def radial_basis(l, size=25, scale=2.0):
    """Orthonormal Laguerre functions and their hydrogen Hamiltonian."""
    x, weight = roots_laguerre(60)
    values, slopes = [], []
    for n in range(size):
        norm = np.exp((gammaln(n + 1) - gammaln(n + 2 * l + 3)) / 2)
        lag = eval_genlaguerre(n, 2 * l + 2, x)
        dlag = -eval_genlaguerre(n - 1, 2 * l + 3, x) if n else 0 * x
        value = norm * x**(l + 1) * lag
        slope = norm * ((l + 1) * x**l * lag + x**(l + 1) * dlag)
        values.append(value)
        slopes.append(slope - value / 2)
    values, slopes = np.array(values), np.array(slopes)
    potential = l * (l + 1) * scale**2 / (2 * x**2) - scale / x
    hamiltonian = (scale**2 / 2 * (slopes * weight) @ slopes.T
                   + (values * weight * potential) @ values.T)
    return x / scale, weight, values, hamiltonian


# Dipole sum and logarithmic sum from diagonalizing the shifted Hamiltonian.
r, r_weight, s_values, h_s = radial_basis(0)
_, _, p_values, h_p = radial_basis(1)
size = len(h_s)
dipole = np.zeros((2 * size, 2 * size))
dipole[:size, size:] = (s_values * r_weight * r) @ p_values.T / np.sqrt(3)
dipole += dipole.T
h_full = block_diag(h_s, h_p)
ground = eigh(h_full)[1][:, 0]
diagonal_sums = {}
for shift in (0.0, 0.1, 0.3):
    h_shifted = h_full + shift * (np.eye(2 * size) - np.outer(ground, ground))
    energies, states = eigh(h_shifted)
    excitation = energies[1:] - energies[0]
    z_squared = (states[:, 1:].T @ dipole @ states[:, 0])**2
    strengths = 2 * excitation * z_squared
    diagonal_sums[shift] = strengths.sum()
    assert abs(z_squared.sum() - 1) < 1e-8
    assert abs(strengths.sum() - (1 + 2 * shift)) < 1e-8
    log_closed = spectrum_sum(lambda w: (w + shift) / w * np.log(w + shift))
    assert abs(np.sum(strengths * np.log(excitation)) - log_closed) < 1e-4

# A bound generalized strength from its wavefunctions.
q_test = 0.7
radial_2 = (lambda x: (1 - x / 2) * np.exp(-x / 2) / np.sqrt(2),
            lambda x: x * np.exp(-x / 2) / np.sqrt(24))
probability = 0.0
for l, radial in enumerate(radial_2):
    amplitude = quad(lambda x: radial(x) * spherical_jn(l, q_test * x)
                     * 2 * np.exp(-x) * x**2, 0, 50, epsabs=1e-12)[0]
    probability += (2 * l + 1) * amplitude**2
direct_bound = 2 * 0.375 * probability / q_test**2
assert abs(direct_bound - bound_strength(2, q_test)) < 1e-8

# A continuum generalized strength from energy-normalized Coulomb waves.
k_test, q_test = 0.8, 1.0
r_nodes, r_weights = panels(np.linspace(0, 32, 5))
probability = 0.0
for l in range(11):
    wave = np.array([float(mp.re(mp.coulombf(l, -1 / k_test, k_test * x)))
                     for x in r_nodes])
    amplitude = np.sqrt(2 / (np.pi * k_test)) * np.sum(
        r_weights * wave * spherical_jn(l, q_test * r_nodes)
        * 2 * r_nodes * np.exp(-r_nodes))
    probability += (2 * l + 1) * amplitude**2
direct_continuum = (k_test**2 + 1) * probability / q_test**2
assert abs(direct_continuum / continuum_strength(k_test, q_test) - 1) < 1e-5


def form_factor(q):
    return (1 + q**2 / 4)**-2


def shifted_sum_formula(q, shift):
    return 1 + 2 * shift * (1 - form_factor(q)**2) / q**2


# Energy moments and the momentum-dependent violation of the sum rule.
for q in (0.5, 1.0, 2.0, 5.0):
    closure = spectrum_sum(lambda w: q**2 / (2 * w), q)
    second = spectrum_sum(lambda w: w * q**2 / 2, q)
    assert abs(closure - (1 - form_factor(q)**2)) < 2e-6
    assert abs(spectrum_sum(np.ones_like, q) - 1) < 2e-6
    assert abs(second / (q**4 / 4 + q**2 / 3) - 1) < 1e-5
    for shift in (0.1, 0.3):
        direct = spectrum_sum(lambda w: (w + shift) / w, q)
        assert abs(direct - shifted_sum_formula(q, shift)) < 2e-6

# Constant left by the close-collision integral.
q_split = 0.001
close_integral = quad(
    lambda y: (1 - form_factor(np.exp(y))**2) / np.exp(2 * y),
    np.log(q_split), np.log(1e4), epsabs=1e-10, limit=200)[0]
close_constant = close_integral + np.log(q_split)
assert abs(close_constant - (np.log(2) - 13 / 24)) < 3e-6


def shifted_log_sum(shift):
    return spectrum_sum(lambda w: (w + shift) / w * np.log(w + shift))


def fixed_log_sum(shift):
    return spectrum_sum(lambda w: np.log(w + shift))


def asymptotic_number(v, shift):
    return (np.log(2 * v**2) + 2 * shift * (np.log(2 * v) - 13 / 24)
            - shifted_log_sum(shift))


# Full Born integrals against the high-speed formulas.
# The tolerance allows the neglected finite-speed term of order 1/v^2.
speeds = (10.0, 20.0, 40.0)
full, conserved = {}, {}
for shift in (0.0, 0.1, 0.3):
    for v in speeds:
        full[v, shift] = stopping_number(v, shift)
        difference = full[v, shift] - asymptotic_number(v, shift)
        assert abs(difference) * v**2 < 3
    slope = (full[40.0, shift] - full[20.0, shift]) / np.log(2)
    assert abs(slope - (2 + 2 * shift)) < 0.01
for v in speeds:
    conserved[v] = stopping_number(v, 0.1, keep_strengths=True)
    formula = np.log(2 * v**2) - fixed_log_sum(0.1)
    assert abs(conserved[v] - formula) * v**2 < 3

# Worked example: proton and atomic hydrogen.
charge, speed, delta = 1, 10.0, 0.1
hartree_ev = const.value("Hartree energy in eV")
bohr_cm = 100 * const.value("Bohr radius")
proton_mass = const.m_p / const.m_e
beta = speed * const.fine_structure
proton_mev = (const.m_p * const.c**2 * (1 / np.sqrt(1 - beta**2) - 1)
              / const.e / 1e6)
mean_energy = np.exp(fixed_log_sum(0.0))
shifted_mean = np.exp(shifted_log_sum(delta) / (1 + 2 * delta))
conserved_mean = np.exp(fixed_log_sum(delta))
reference = full[speed, 0.0]
shifted = full[speed, delta]
consistent = conserved[speed]
bethe = np.log(2 * speed**2 / mean_energy)
optical = (1 + 2 * delta) * np.log(2 * speed**2 / shifted_mean)
assert consistent < reference < shifted < optical
prefactor = 4 * np.pi * charge**2 / speed**2
to_ev_cm2 = hartree_ev * bohr_cm**2 / 1e-15
bloch = -sum((charge / speed)**2 / (n * (n**2 + (charge / speed)**2))
             for n in range(1, 2001))
relativistic = -np.log(1 - beta**2) - beta**2
cubic_scale = charge * mean_energy * bethe / speed**3

print(f"Ion charge Z = {charge} e; speed v = {speed:.1f} a.u.")
print(f"Proton kinetic energy = {proton_mev:.3f} MeV")
print(f"Proton mass = {proton_mass:.2f} electron masses")
print(f"Rigid shift D = {delta:.3f} hartree = {delta*hartree_ev:.3f} eV")
for shift, value in diagonal_sums.items():
    print(f"Dipole sum, D={shift:.1f} hartree: {value:.6f} (no unit)")
for q in (0.5, 1.0, 2.0, 5.0):
    value = spectrum_sum(lambda w: (w + delta) / w, q)
    print(f"Shifted strength sum at q={q:.1f} a.u.: {value:.5f} (no unit)")
print(f"Close-collision constant = {close_constant:.5f} (no unit)")
print(f"Original mean excitation energy = {mean_energy:.5f} hartree")
print(f"Shifted optical mean energy = {shifted_mean:.5f} hartree")
print(f"Sum-conserving mean energy = {conserved_mean:.5f} hartree")
print(f"Shifted sum f' ln(w+D) = {shifted_log_sum(delta):.5f} (no unit)")
for v in speeds:
    for shift in (0.0, delta):
        print(f"v={v:.0f} a.u., D={shift:.1f} hartree: "
              f"L full={full[v, shift]:.5f}, "
              f"asymptotic={asymptotic_number(v, shift):.5f}")
for shift in (0.0, delta):
    slope = (full[40.0, shift] - full[20.0, shift]) / np.log(2)
    print(f"Slope dL/dln(v), D={shift:.1f} hartree: {slope:.4f} (no unit)")
print(f"Optical-misuse L at v=10 a.u. = {optical:.5f} (no unit)")
print(f"Sum-conserving full L at v=10 a.u. = {consistent:.5f} (no unit)")
print(f"Full shifted stopping change = {100*(shifted/reference-1):+.2f} %")
print(f"Optical misuse vs Bethe formula = {100*(optical/bethe-1):+.2f} %")
print(f"Sum-conserving change = {100*(consistent/reference-1):+.2f} %")
for label, number in (("Original", reference), ("Shifted", shifted),
                      ("Optical misuse", optical),
                      ("Sum-conserving", consistent)):
    section = prefactor * number
    print(f"{label} S = {section:.5f} hartree bohr^2 = "
          f"{section*to_ev_cm2:.4f} x 1e-15 eV cm^2 per atom")
print(f"Finite-speed correction to original L = {reference-bethe:+.5f}")
print(f"Bloch correction to L = {bloch:+.5f} (no unit)")
print(f"Relativistic logarithm correction = {relativistic:+.2e} (no unit)")
print(f"Cubic-in-charge scale Z I L/v^3 = {cubic_scale:.5f} (order only)")
print(f"Shift-induced error in L = {shifted-reference:+.5f} (no unit)")
print("tests ok")
```

Output:

```
Ion charge Z = 1 e; speed v = 10.0 a.u.
Proton kinetic energy = 2.508 MeV
Proton mass = 1836.15 electron masses
Rigid shift D = 0.100 hartree = 2.721 eV
Dipole sum, D=0.0 hartree: 1.000000 (no unit)
Dipole sum, D=0.1 hartree: 1.200000 (no unit)
Dipole sum, D=0.3 hartree: 1.600000 (no unit)
Shifted strength sum at q=0.5 a.u.: 1.17227 (no unit)
Shifted strength sum at q=1.0 a.u.: 1.11808 (no unit)
Shifted strength sum at q=2.0 a.u.: 1.04687 (no unit)
Shifted strength sum at q=5.0 a.u.: 1.00800 (no unit)
Close-collision constant = 0.15148 (no unit)
Original mean excitation energy = 0.55092 hartree
Shifted optical mean energy = 0.64374 hartree
Sum-conserving mean energy = 0.65992 hartree
Shifted sum f' ln(w+D) = -0.52854 (no unit)
v=10 a.u., D=0.0 hartree: L full=5.88412, asymptotic=5.89448
v=10 a.u., D=0.1 hartree: L full=6.30579, asymptotic=6.31768
v=20 a.u., D=0.0 hartree: L full=7.27825, asymptotic=7.28078
v=20 a.u., D=0.1 hartree: L full=7.83970, asymptotic=7.84260
v=40 a.u., D=0.0 hartree: L full=8.66645, asymptotic=8.66707
v=40 a.u., D=0.1 hartree: L full=9.36680, asymptotic=9.36752
Slope dL/dln(v), D=0.0 hartree: 2.0027 (no unit)
Slope dL/dln(v), D=0.1 hartree: 2.2031 (no unit)
Optical-misuse L at v=10 a.u. = 6.88653 (no unit)
Sum-conserving full L at v=10 a.u. = 5.70257 (no unit)
Full shifted stopping change = +7.17 %
Optical misuse vs Bethe formula = +16.83 %
Sum-conserving change = -3.09 %
Original S = 0.73942 hartree bohr^2 = 0.5634 x 1e-15 eV cm^2 per atom
Shifted S = 0.79241 hartree bohr^2 = 0.6038 x 1e-15 eV cm^2 per atom
Optical misuse S = 0.86539 hartree bohr^2 = 0.6594 x 1e-15 eV cm^2 per atom
Sum-conserving S = 0.71661 hartree bohr^2 = 0.5461 x 1e-15 eV cm^2 per atom
Finite-speed correction to original L = -0.01036
Bloch correction to L = -0.01192 (no unit)
Relativistic logarithm correction = +1.42e-05 (no unit)
Cubic-in-charge scale Z I L/v^3 = 0.00325 (order only)
Shift-induced error in L = +0.42167 (no unit)
tests ok
```
